# The White-Bird Potential and Force Consistency on a Density-Functional Grid

## The question

Two ions share a pair of electrons, and the ions are allowed to move. At each step a program solves the Kohn-Sham equations, evaluates a total energy $E$ and calculates a force $F$ on each ion. If an ion moves along $x$ with velocity $\dot X$, the force feeds kinetic energy into its motion at the rate $F\dot X$, while $E$ changes at the rate $(dE/dX)\dot X$. The sum of kinetic energy and $E$ therefore changes at the rate

$$\left(F+\frac{dE}{dX}\right)\dot X. \tag{1}$$

It is conserved if the force is minus the slope of the energy that the program computes. That energy contains a sum over grid points where the theory has an integral. With a generalized-gradient approximation (GGA) for exchange and correlation, it also contains numerical gradients of the density. We need the potential that makes (1) vanish for this computed energy, and the size of the error made by another choice.

Atomic units are used: energies in hartree, lengths in bohr. The cell is a periodic cube of side $L$ and volume $\Omega=L^3$, with $N$ grid points along each side at positions $\mathbf R_i$. Each point has the weight $w=\Omega/N^3$.

## The continuum formula

A GGA energy has the form

$$E_{xc}=\int f(n,\sigma)\,d^3r,\qquad \sigma=\sum_a g_a^2,\qquad g_a=\partial_a n, \tag{2}$$

where $a$ runs over $x,y,z$. We take $n>0$ and $f$ smooth in both arguments. Subscripts on $f$ denote partial derivatives. A small change $\delta n$ gives $\delta\sigma=2\sum_a g_a\,\partial_a\delta n$, so that

$$\delta E_{xc}=\int\Big[f_n\,\delta n+\sum_a h_a\,\partial_a\delta n\Big]d^3r,\qquad h_a=2f_\sigma g_a. \tag{3}$$

Integration by parts moves the derivative onto $h_a$ with a change of sign. The surface terms cancel because the cell is periodic. The factor multiplying $\delta n$ is the potential

$$v_c=f_n-\sum_a\partial_a h_a. \tag{4}$$

The divergence can be expanded by the product and chain rules:

$$\partial_a h_a=2f_\sigma\,\partial_a g_a+2g_a\big(f_{n\sigma}\,\partial_a n+f_{\sigma\sigma}\,\partial_a\sigma\big),\qquad \partial_a\sigma=2\sum_b g_b\,\partial_a\partial_b n .$$

Summing over $a$, with $\sum_a\partial_a g_a=\nabla^2n$ and $\sum_a g_a\partial_an=\sigma$, gives the expanded form

$$v_c=f_n-2f_\sigma\nabla^2 n-2f_{n\sigma}\sigma-4f_{\sigma\sigma}\sum_{ab}g_ag_b\,\partial_a\partial_b n. \tag{5}$$

In the continuum, (4) and (5) are the same function. On a grid they lead to different algorithms.

## The derivative of the grid energy

The program evaluates

$$E_{xc}=w\sum_j f(n_j,\sigma_j),\qquad \sigma_j=\sum_a g_{a,j}^2,\qquad g_{a,j}=\sum_i(D_a)_{ji}\,n_i, \tag{6}$$

where $D_a$ is a fixed real matrix that approximates $\partial_a$. This is an ordinary function of the $N^3$ numbers $n_i$. Changing them by $\delta n_i$ gives

$$\delta\sigma_j=2\sum_a g_{a,j}\sum_i(D_a)_{ji}\,\delta n_i,$$

and therefore

$$\delta E_{xc}=w\sum_j f_n(j)\,\delta n_j+w\sum_j\sum_a h_{a,j}\sum_i(D_a)_{ji}\,\delta n_i,\qquad h_{a,j}=2f_\sigma(j)\,g_{a,j}.$$

In the second term we exchange the order of the finite sums and collect the factor of $\delta n_i$. Since $(D_a)_{ji}=(D_a^T)_{ij}$,

$$\boxed{\,v_i\equiv\frac1w\frac{\partial E_{xc}}{\partial n_i}=f_n(i)+\sum_a\big(D_a^T h_a\big)_i\,} \tag{7}$$

This is the White-Bird potential. The division by $w$ makes $\delta E_{xc}=w\sum_i v_i\,\delta n_i$, the grid version of $\int v\,\delta n\,d^3r$. No approximation has been made after (6), so (7) holds for any grid spacing and any fixed linear rule $D_a$. Transposition has taken the place of integration by parts.

Two limits are immediate. If $f$ does not depend on $\sigma$, as in the local-density approximation, then $h_a=0$ and (5) and (7) both reduce to $f_n$. They also agree for a uniform density, for which the gradients vanish.

## When the divergence form is enough

The answer depends on the derivative rule. Consider first the Fourier derivative in one dimension, with $x_j=jL/N$ and $G_m=2\pi m/L$. A sampled function $q_k$ has the trigonometric interpolant

$$q(x)=\sum_{|m|<N/2}\hat q_m e^{iG_mx},\qquad \hat q_m=\frac1N\sum_k q_k e^{-iG_mx_k}.$$

For even $N$, the Nyquist component $m=N/2$ has been left out: it has no partner of opposite sign, and its derivative would be imaginary at the grid points. The sum then passes through the samples exactly only when that component is zero. Differentiating $q(x)$ at $x_j$ and pairing $m$ with $-m$ gives

$$D_{jk}=\frac1N\sum_{|m|<N/2}iG_m e^{iG_m(x_j-x_k)}=-\frac2N\sum_{0<m<N/2}G_m\sin\big[G_m(x_j-x_k)\big], \tag{8}$$

because $iG(e^{i\theta}-e^{-i\theta})=-2G\sin\theta$. Exchanging $j$ and $k$ reverses the sign, so $D^T=-D$. Equation (7) then becomes

$$v_i=f_n(i)-\sum_a(D_ah_a)_i . \tag{9}$$

This is the divergence form (4) with the same $D_a$ in both places. For Fourier derivatives, discretizing (4) in this way is therefore correct.

A one-sided difference behaves differently. Let $\Delta=L/N$ and $(Dq)_i=(q_{i+1}-q_i)/\Delta$. Its transpose acts as $(D^Tq)_i=(q_{i-1}-q_i)/\Delta$. If (9) is used where (7) is required, the contribution of one axis to the potential is wrong by

$$(D^Th+Dh)_i=\frac{h_{i+1}-2h_i+h_{i-1}}{\Delta}\simeq\Delta\,h''(x_i), \tag{10}$$

where the last form holds to leading order in $\Delta$ for smooth $h$. The correct potential combines forward differences of the density with backward differences of $h$.

## The error of the expanded form

We now keep the Fourier derivative and ask what happens if (5) is used. Suppose that the grid holds every Fourier component of the density, so that all of them satisfy $|m_a|<N/2$. The interpolant is then the density itself, and $D_a$ gives its first and second derivatives without error. Formula (5) gives the true continuum potential at the grid points, and refining the grid does not change its value at a given point. It nevertheless differs from (9).

To find the difference, regard $h_a=2f_\sigma g_a$ as a function of continuous position, with the Fourier series

$$h_a(\mathbf r)=\sum_{\mathbf m}\hat h_{a,\mathbf m}\,e^{i\mathbf G_{\mathbf m}\cdot\mathbf r},\qquad \mathbf G_{\mathbf m}=\frac{2\pi}{L}\mathbf m .$$

Although $n$ has finitely many components, $h_a$ is a nonlinear function of $n$ and its gradient, and its series in general extends beyond the range of the grid. At the grid points a wave with index $m_a$ has the same values as one with index $m_a-N$, since the two differ by the factor $e^{2\pi i j}=1$. Let $\overline{m}_a$ be the index folded by multiples of $N$ into the range $|\overline m_a|<N/2$, and set $\overline m_a=0$ if the folding ends on the Nyquist index. The matrix $D_a$ multiplies the wave by $i(2\pi/L)\overline m_a$, whereas the true derivative multiplies it by $i(2\pi/L)m_a$. Subtracting (4) from (9) gives

$$v_i-v_{c,i}=\sum_a\big(\partial_ah_a-D_ah_a\big)_i=\frac{2\pi i}{L}\sum_a\sum_{\mathbf m}\big(m_a-\overline m_a\big)\hat h_{a,\mathbf m}\,e^{i\mathbf G_{\mathbf m}\cdot\mathbf R_i}. \tag{11}$$

The bracket vanishes for $|m_a|<N/2$. The mismatch therefore comes from the part of $h_a$ that the grid cannot represent, which is folded back, or aliased. For a smooth $h_a$ the coefficients in this tail fall rapidly, and so does the mismatch as $N$ grows.

The two potentials answer different questions. The expanded form is the derivative of the integral (2), evaluated at grid points. The White-Bird form is the derivative of the sum (6). A program that reports the sum needs the second.

## From potential to force

Consider two electrons in one orbital, expanded in plane waves that do not move with the ions:

$$\psi(\mathbf r)=\frac1{\sqrt\Omega}\sum_{\mathbf G}c_{\mathbf G}e^{i\mathbf G\cdot\mathbf r},\qquad \sum_{\mathbf G}|c_{\mathbf G}|^2=1,\qquad n_i=2|\psi(\mathbf R_i)|^2 .$$

The kinetic energy is $2\sum_{\mathbf G}\tfrac12G^2|c_{\mathbf G}|^2$. The ions are Gaussian charges of $+1$ and width $b$ at positions $\mathbf X_I$. With $\rho$ the electron density minus the ionic charge density, the electrostatic energy is

$$E_{es}=\frac\Omega2\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}|\rho_{\mathbf G}|^2,\qquad \rho_{\mathbf G}=\frac1{N^3}\sum_in_ie^{-i\mathbf G\cdot\mathbf R_i}-\frac1\Omega\sum_Ie^{-G^2b^2/2}e^{-i\mathbf G\cdot\mathbf X_I}. \tag{12}$$

The sum runs over the wave vectors of the grid without the Nyquist ones. Varying $n_i$ gives

$$\delta E_{es}=\Omega\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}\,\mathrm{Re}\Big(\rho_{\mathbf G}^*\frac1{N^3}\sum_i\delta n_i\,e^{-i\mathbf G\cdot\mathbf R_i}\Big)=w\sum_iv_{es,i}\,\delta n_i,\qquad v_{es,i}=\sum_{\mathbf G\neq0}\frac{4\pi\rho_{\mathbf G}}{G^2}e^{i\mathbf G\cdot\mathbf R_i},$$

because $\Omega/N^3=w$ and $v_{es}$ is real. The electrostatic potential is thus already the derivative of its own grid energy.

Let $u=v_{es}+v$, with $v$ from (7), and define the Hamiltonian matrix

$$H_{\mathbf G\mathbf G'}=\tfrac12G^2\delta_{\mathbf G\mathbf G'}+\frac1{N^3}\sum_iu_i\,e^{-i(\mathbf G-\mathbf G')\cdot\mathbf R_i}.$$

At fixed ions, a change of the orbital gives $\delta n_i=4\,\mathrm{Re}(\delta\psi_i^*\psi_i)$. The energy changes by

$$\delta E=2\,\mathrm{Re}\sum_{\mathbf G}G^2\,\delta c_{\mathbf G}^*c_{\mathbf G}+w\sum_iu_i\,\delta n_i=4\,\mathrm{Re}\,\delta c^\dagger Hc. \tag{13}$$

The kinetic part agrees because $4\cdot\tfrac12G^2=2G^2$. The potential part agrees because $w/\Omega=1/N^3$.

Now let an ion move along $x$. The energy depends on its coordinate $X$ directly, through (12), and indirectly, through $c$. The force is defined by the direct part:

$$F=-\frac{\partial E}{\partial X}\bigg|_c=-\Omega\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}\,\mathrm{Re}\Big(\rho^*_{\mathbf G}\,iG_x\,\frac{e^{-G^2b^2/2}}{\Omega}e^{-i\mathbf G\cdot\mathbf X_I}\Big). \tag{14}$$

The factor $+iG_x$ combines the minus sign of the ionic charge in (12) with $-iG_x$ from the exponential. Writing $c'=dc/dX$,

$$\frac{dE}{dX}=-F+4\,\mathrm{Re}\,c'^\dagger Hc. \tag{15}$$

If the orbital is self-consistent with the White-Bird potential, $Hc=\varepsilon c$. The last term is $4\varepsilon\,\mathrm{Re}\,c'^\dagger c=2\varepsilon\,d(c^\dagger c)/dX=0$, since the norm is fixed. Hence $F=-dE/dX$ for a self-consistent orbital in a fixed basis with $n_i>0$. The argument does not require the grid to hold every Fourier component of the density.

If the orbital is self-consistent with $v_c$ instead, it satisfies $H_cc=\varepsilon c$, where $H_c$ contains $v_c$ in place of $v$. Splitting $H=H_c+(H-H_c)$ in (15), the first part vanishes as before. The second part contains the potential difference alone. By the potential part of (13),

$$F+\frac{dE}{dX}=w\sum_i\big(v_i-v_{c,i}\big)\frac{dn_i}{dX}. \tag{16}$$

Both potentials are evaluated at the density obtained with $v_c$. The force error is of first order in the mismatch (11).

The energy is less sensitive. At fixed ions the White-Bird solution is stationary, so replacing its orbital by the one obtained with $v_c$ changes $E$ only at second order in the orbital change. Close agreement between these two energies therefore does not show that the forces obtained with $v_c$ are equally consistent.

Result (15) assumes a fixed basis. If the basis functions moved with the ions, their motion would add further terms to the derivative. An orbital that is not fully self-consistent would also leave a remainder.

## The algorithm

For a given density and derivative rule:

1. Form $g_a=D_an$ for the three axes, and $\sigma=\sum_ag_a^2$.
2. Evaluate $f$, $f_n$ and $f_\sigma$ at every grid point; the energy is $w\sum_if$.
3. Form $h_a=2f_\sigma g_a$.
4. Set $v=f_n+\sum_aD_a^Th_a$.

Neither second derivatives of $n$ nor second derivatives of $f$ are needed. Formula (5) needs both.

For PBE exchange, with $A=-\tfrac34(3/\pi)^{1/3}$ and $p=\sigma/[4(3\pi^2)^{2/3}n^{8/3}]$,

$$f=An^{4/3}\Phi(p),\qquad \Phi=1+\kappa-\frac{\kappa}{1+\mu p/\kappa},\qquad \Phi'=\frac{\mu}{(1+\mu p/\kappa)^2},$$

where $\kappa=0.804$ and $\mu=0.2195$. Since $\partial p/\partial n=-8p/(3n)$ and $\partial p/\partial\sigma=p/\sigma$,

$$f_n=An^{1/3}\Big[\frac43\Phi-\frac83p\,\Phi'\Big],\qquad f_\sigma=\frac{A\,\Phi'}{4(3\pi^2)^{2/3}\,n^{4/3}} .$$

The second expression has $n^{4/3}$ in the denominator, but $\Phi'$ also depends on $n$. At fixed $p$, $|f_\sigma|$ grows as $n^{-4/3}$ when $n\to0$. For large $p$, $\Phi'\simeq\kappa^2/(\mu p^2)$ and $f_\sigma\propto n^4/\sigma^2$, which tends to zero at fixed $\sigma$ and to a constant in an exponential tail, where $\sigma\propto n^2$. The formulas require $n>0$, since $p$ is undefined at $n=0$.

## A worked example

The cell has side $6$ bohr. Two Gaussian ions of width $b=0.5$ bohr lie at $(2.2,2.9,3.1)$ and $(3.7,2.9,3.1)$ bohr, a separation of $1.5$ bohr. The energy contains the kinetic and electrostatic terms above and PBE exchange, without correlation. It includes the constant self-energy of the Gaussian charges. The orbital is taken at the $\Gamma$ point with the 179 plane waves for which $|\mathbf m|^2\le12$, a cutoff of $6.58$ hartree. No component of $\mathbf m$ exceeds 3 in size, so those of the density do not exceed 6, and a grid with $N=14$ holds them all.

**Potential.** The grid energy was differentiated with respect to individual density values by the complex-step method. Adding $i\eta$ to one value gives $E(n_i+i\eta)=E+i\eta\,\partial E/\partial n_i+O(\eta^2)$. The imaginary part divided by $\eta$ is the derivative, free of subtraction error; here $\eta=10^{-30}$ in atomic units. At 40 randomly chosen points of the $14^3$ grid, the White-Bird potential agrees with this derivative, divided by $w$, to within $4\times10^{-16}$ hartree. At the same points the expanded form is wrong by up to $4.0\times10^{-3}$ hartree. With one-sided differences and the same 40 points, the White-Bird potential again agrees to rounding, while the divergence form (9) is wrong by up to $5.2\times10^{-2}$ hartree.

**Force.** The equations were iterated until input and output potentials differed by less than $10^{-9}$ hartree at every grid point. The slope for the second ion came from separate self-consistent solutions at displacements of $\pm\delta$ and $\pm2\delta$, with $\delta=0.01$ bohr:

$$\frac{dE}{dX}\approx\frac{E(-2\delta)-8E(-\delta)+8E(\delta)-E(2\delta)}{12\delta}.$$

On the $14^3$ grid the expanded potential gives

$$F+\frac{dE}{dX}=0.171596490-0.171596876=-3.86\times10^{-7}\ \text{hartree/bohr}.$$

Formula (16), with $dn_i/dX$ from the same four solutions, predicts $-3.85\times10^{-7}$. For the White-Bird potential the sum is $-6.8\times10^{-10}$. The results on three grids, in hartree/bohr, are:

| Grid | White-Bird $F+dE/dX$ | Expanded $F+dE/dX$ | Predicted by (16) |
|---|---|---|---|
| $14^3$ | $-6.8\times10^{-10}$ | $-3.86\times10^{-7}$ | $-3.85\times10^{-7}$ |
| $18^3$ | $-6.8\times10^{-10}$ | $8.05\times10^{-8}$ | $8.12\times10^{-8}$ |
| $24^3$ | $-6.8\times10^{-10}$ | $3.3\times10^{-9}$ | $4.0\times10^{-9}$ |

The White-Bird remainder does not depend on the grid, which suggests that it belongs to the slope formula. Taylor expansion shows that this formula returns $E'-\delta^4E^{(5)}/30$. The remainder would require $E^{(5)}=30\times6.8\times10^{-10}/10^{-8}\approx2$ hartree/bohr$^5$, a plausible size for a force that varies over a fraction of a bohr. The same offset separates the last two columns.

The inconsistency of the expanded form is small in this smooth model. On the coarsest grid it is $0.020$ meV/Å, or about $2\times10^{-6}$ of the force. The corresponding total energy is higher than the White-Bird energy by $5\times10^{-9}$ hartree. In this model a potential error of some millihartree at single points has a much smaller effect on the force: the mismatch consists mostly of the shortest waves on the grid, while $dn_i/dX$ consists mostly of long ones, so the sum (16) largely cancels. What survives comes from the small long-wave part of the mismatch. Grouped by $\max_a|m_a|=1,2,3,4$, its contributions are $-2.5$, $+3.4$, $-1.9$ and $+0.8$ in units of $10^{-6}$ hartree/bohr. They partly cancel one another in this example, so the size of the total should not be taken as typical.

**Refinement.** The density of the $14^3$ White-Bird solution was also evaluated, unchanged, on finer grids. The root-mean-square difference between the two potentials is $2.0\times10^{-3}$, $5.9\times10^{-4}$, $8.8\times10^{-5}$ and $5.4\times10^{-8}$ hartree for $N=14$, $18$, $24$ and $48$. Between the $24^3$ and $48^3$ grids, the expanded potential at shared points changes by at most $3\times10^{-13}$ hartree. It is the White-Bird potential that moves towards the continuum value, as (11) implies.

## What consistency does not provide

A consistent force can still carry a discretization error. Take the White-Bird force on the $24^3$ grid, $0.171596600$ hartree/bohr, as reference. This value is converged with respect to the grid, but only for the fixed basis of 179 plane waves: raising the cutoff to $11.0$ and $14.3$ hartree lowers the force to $0.17137$ and $0.17136$, a shift of about $2.4\times10^{-4}$, far larger than the grid errors compared below. On the $14^3$ grid the White-Bird force is too large by $2.7\times10^{-7}$, while the expanded form is too small by $1.1\times10^{-7}$. On this grid the inconsistent force lies closer to the refined value, but only through a cancellation. The ion-ion part of (12) is summed over the wave vectors of the grid alone, and stopping at $|m_a|\le6$ makes both forces too large by $2.3\times10^{-7}$. Without this common error, which has nothing to do with exchange, the deviations would be $+4\times10^{-8}$ for the White-Bird form and $-3.4\times10^{-7}$ for the expanded form. On the $18^3$ grid the order is reversed: the deviations are $-7.5\times10^{-9}$ and $+7.4\times10^{-8}$. The White-Bird potential guarantees agreement with the computed energy, and the accuracy of that energy still depends on the grid.

Nor need the forces on all ions add to zero. If the grid holds every Fourier component of the density, and ions and orbital are shifted together by $\mathbf t$, each $c_{\mathbf G}$ and $\rho_{\mathbf G}$ acquires the phase $e^{-i\mathbf G\cdot\mathbf t}$, and the kinetic and electrostatic energies do not change. The sum (6) can change, because the density is then sampled at different places relative to the ions. Adding (15) for all ions shows that the net force is minus the slope of the energy under this shift. On the $14^3$ grid the net $x$ force is $1.83\times10^{-9}$ hartree/bohr, and minus the slope, from the four-point formula applied to both ions together, has the same value. The $x$ component is by far the smallest in this geometry: the net $y$ and $z$ forces are $-2.0\times10^{-6}$ and $+2.0\times10^{-6}$ hartree/bohr. A nonzero net force shows that the grid breaks translational symmetry; its size depends on where the ions lie relative to the grid points. Subtracting it from the forces would make them inconsistent with the computed energy.
